# Exposed boundary length of randomly overlapping circular amorphous tracks, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: counting exposed circumference

A crystal has been irradiated with fast heavy ions, each of which left a narrow amorphous track. It is now annealed, and the crystal grows back into the tracks by moving every crystal-amorphous boundary at a speed \(v\). A calculation of the initial loss of amorphous material needs the boundary length per unit surface area, \(L\), because the amorphous area fraction first falls at the rate \(Lv\). The practical decision is which \(L\) to insert. One candidate is the sum of all track circumferences. It rises in proportion to the number of ions, but it includes arcs that lie buried inside other tracks, where there is no crystal to grow. The other candidate counts exposed arcs alone. The two agree at low fluence and differ by a factor \(e\) at the fluence where the exposed length is greatest.

That fluence has a simple description. For circular tracks placed at random, the exposed length is greatest when the amorphous fraction is \(1-1/e\). This holds for every track radius, although the fluence needed and the length obtained both depend on the radius.

### The model

The ions travel along parallel straight lines and strike the surface at normal incidence. Their impact points are independent and uniformly distributed. Each ion makes a disc of radius \(R\) completely amorphous, and material once amorphous stays so during the irradiation. The boundary between the phases is sharp.

The fluence \(\Phi\) is the number of ions per unit area. If \(N\) ions strike a region of area \(S\), then \(\Phi=N/S\). The region is taken to be very large compared with one disc, so that tracks cut by its edge contribute a negligible share. All results are expected values. In a large region they are also the area averages of one typical pattern, since distant parts of the pattern fluctuate independently.

The quantity \(L\) is a length divided by an area and has the unit \(\mathrm{nm^{-1}}\). Over a depth in which the tracks keep the same radius, multiplying \(L\) by that depth gives the area of the track side walls per unit surface area. The end faces of the tracks are not included.

It is useful to measure fluence by the dimensionless number

\[
x=\pi R^2\Phi .
\]

This is the total area of all discs divided by the area of the region, with overlaps counted repeatedly. It is also the mean number of tracks covering a given point. It may therefore exceed one, whereas the amorphous fraction \(f\) cannot.

### The amorphous fraction

Choose a fixed point of the surface. One ion makes it amorphous if the ion lands within a distance \(R\) of it. The favourable landing area is \(\pi R^2\), so the probability is \(\pi R^2/S\). The point survives this ion with probability \(1-\pi R^2/S\). Since the impacts are independent, it survives all \(N\) ions with probability

\[
P_N=\left(1-\frac{\pi R^2}{S}\right)^N .
\]

To take the limit of a large region at fixed \(\Phi\), write \(N=\Phi S\) and expand the logarithm:

\[
\ln P_N=\Phi S\left[-\frac{\pi R^2}{S}-\frac{1}{2}\left(\frac{\pi R^2}{S}\right)^2-\cdots\right]
=-\pi R^2\Phi-\frac{(\pi R^2)^2\Phi}{2S}-\cdots .
\]

All terms after the first vanish as \(S\to\infty\). The survival probability becomes \(e^{-x}\). It equals the expected crystalline area fraction, because every point of the surface has the same chance of survival. Hence

\[
1-f=e^{-x},\qquad f=1-e^{-\pi R^2\Phi}.
\]

At \(x=1\) the discs have enough total area to cover the surface once, yet a fraction \(1/e\) remains crystalline. Some ions have landed where earlier ions had already done the work.

### The exposed length

Now consider one particular track, with its centre at \(\mathbf c\). The points of its circumference are

\[
\mathbf q(\varphi)=\mathbf c+R(\cos\varphi,\sin\varphi),\qquad 0\le\varphi<2\pi ,
\]

and an angle element \(d\varphi\) corresponds to an arc length \(R\,d\varphi\).

If \(\mathbf q\) lies outside all other discs, then the material just outside the circle is crystalline and the material just inside is amorphous. The point is part of the physical boundary. If \(\mathbf q\) lies inside another disc, both sides are amorphous and there is no boundary there. Points where two circles cross are isolated and have no length. Two circles share a whole arc if their centres coincide, which has probability zero.

The positions of the other \(N-1\) ions do not depend on \(\mathbf c\). Each of them covers \(\mathbf q\) with probability \(\pi R^2/S\), just as it would cover any other point. The point is therefore exposed with probability

\[
\left(1-\frac{\pi R^2}{S}\right)^{N-1}
=\frac{P_N}{1-\pi R^2/S}\;\longrightarrow\; e^{-x}.
\]

The missing factor belongs to the track itself, and it tends to one in a large region. A point on a circumference thus has the same chance of being free of other tracks as an arbitrary point has of being crystalline.

The expected exposed length of this track is obtained by adding the expected contributions of its arc elements:

\[
\langle \ell\rangle=\int_0^{2\pi}e^{-x}R\,d\varphi=2\pi R\,e^{-x}.
\]

Neighbouring points of the circumference are not independent, since one disc usually covers a whole arc. This does not affect the calculation. The expected value of a sum is the sum of the expected values, whether or not its terms are correlated.

There are \(\Phi\) tracks per unit area, so

\[
L=\Phi\langle\ell\rangle=2\pi R\Phi\,e^{-\pi R^2\Phi}.
\]

The first factor is the total circumference per unit area. The exponential is the share of it that remains exposed. With \(\Phi=x/(\pi R^2)\), the first factor is \(2x/R\), and therefore

\[
L=\frac{2}{R}\,x e^{-x}.
\]

Since \(e^{-x}=1-f\) and \(x=-\ln(1-f)\), the same result in terms of the amorphous fraction is

\[
L=\frac{2}{R}(1-f)\ln\frac{1}{1-f}.
\]

### The maximum

The radius is held fixed while the fluence changes. The product rule gives

\[
\frac{dL}{dx}=\frac{2}{R}\left(e^{-x}-xe^{-x}\right)=\frac{2}{R}(1-x)e^{-x}.
\]

The exponential is positive. The derivative is therefore positive for \(x<1\), zero at \(x=1\), and negative for \(x>1\). There is one maximum, and there

\[
\Phi_*=\frac{1}{\pi R^2},\qquad f_*=1-\frac1e,\qquad L_*=\frac{2}{eR}.
\]

Smaller tracks require more ions to reach the maximum, in proportion to \(1/R^2\), and give more boundary there, in proportion to \(1/R\).

The maximum is a balance between two effects of a newly arriving ion. Its own circumference \(2\pi R\) is exposed over an expected share \(1-f\). It also covers existing boundary. Its position is independent of the earlier pattern, so the expected length it buries is the boundary length per unit area times its own area, \(\pi R^2L\). Therefore

\[
\frac{dL}{d\Phi}=2\pi R(1-f)-\pi R^2L .
\]

At low fluence there is little boundary to bury, and the first term dominates. At the maximum the terms are equal. Inserting \(L=(2/R)x(1-f)\) into the second term turns it into \(2\pi R\,x(1-f)\), so equality requires \(x=1\), as before.

### Why the maximum is not at one half

A boundary belongs equally to both phases, which might suggest a maximum at equal areas. The geometry of the two phases is different, however. The amorphous phase is a union of discs, and the crystal is what remains between them.

For small \(f\), the expansion \(\ln[1/(1-f)]=f+f^2/2+\cdots\) gives \(L\simeq 2f/R\). The boundary length per unit amorphous area then approaches \(2/R\), the value for a single disc. For the crystal, with \(u=1-f\), the corresponding ratio is

\[
\frac{L}{u}=\frac{2}{R}\ln\frac1u .
\]

It grows without limit as \(u\to0\). The last remnants of crystal are small pieces between tracks, with much boundary for their area. The curve of \(L\) against \(f\) is therefore steeper at its fully amorphous end than at its crystalline end. This asymmetry is in keeping with a maximum above one half, but the position itself comes from the derivative.

The same formula gives both limits of \(L\). At low fluence, \(L=2\pi R\Phi(1-x+\cdots)\), so the sum of circumferences is a good estimate while \(x\ll1\), with a relative error close to \(x\). At high fluence, \(xe^{-x}\) tends to zero, and the boundary disappears together with the crystal.

### Numbers for a track radius of 4 nm

Take \(R=4.0\ \mathrm{nm}\). The track area is \(\pi R^2=50.27\ \mathrm{nm^2}\). One ion per \(\mathrm{nm^2}\) is \(10^{14}\ \mathrm{cm^{-2}}\), so the fluence at the maximum is

\[
\Phi_*=\frac{10^{14}}{50.27}\ \mathrm{cm^{-2}}=1.99\times10^{12}\ \mathrm{cm^{-2}} .
\]

The total circumference per unit area is \(2/R=0.500\ \mathrm{nm^{-1}}\). Of this, a share \(1/e=0.368\) is exposed:

\[
L_*=0.500\times0.368\ \mathrm{nm^{-1}}=0.184\ \mathrm{nm^{-1}} .
\]

This is 184 µm of boundary in each square micrometre. The values at other fluences follow from the same formulas.

| \(x\) | \(\Phi\) (\(10^{12}\ \mathrm{cm^{-2}}\)) | \(f\) | \(L\) (\(\mathrm{nm^{-1}}\)) |
|---|---|---|---|
| 0.25 | 0.50 | 0.221 | 0.097 |
| 0.50 | 0.99 | 0.393 | 0.152 |
| 1.00 | 1.99 | 0.632 | 0.184 |
| 2.00 | 3.98 | 0.865 | 0.135 |
| 3.00 | 5.97 | 0.950 | 0.075 |

At \(f=1/2\) the boundary length is \(0.173\ \mathrm{nm^{-1}}\), which is 94 percent of the maximum. The peak is broad. To see this near its top, put \(x=1+\varepsilon\):

\[
\ln\frac{L}{L_*}=\ln(1+\varepsilon)-\varepsilon=-\frac{\varepsilon^2}{2}+\cdots .
\]

A fluence error of 10 percent at the peak therefore costs about half a percent of the boundary length. Solving \(xe^{-x}=1/(2e)\) numerically by a bracketed root search gives the two half-maximum points, \(x=0.232\) and \(x=2.678\). They correspond to fluences of \(0.46\times10^{12}\) and \(5.33\times10^{12}\ \mathrm{cm^{-2}}\), and to amorphous fractions of 0.21 and 0.93. Every nonzero value of \(L\) below the maximum occurs at two fluences, so a known boundary length does not by itself determine the dose.

## Second derivation: growing every track

The symbols are those of the first half. Tracks of radius \(R\) are placed at random with \(\Phi\) ions per unit area, \(x=\pi R^2\Phi\), \(f\) is the amorphous area fraction, and \(L\) is the exposed boundary length per unit area. The first derivation gave \(f=1-e^{-x}\) and \(L=(2/R)xe^{-x}\), with the maximum \(L_*=2/(eR)\) at \(x=1\). The second derivation does not follow individual circumferences. It obtains \(L\) from the change of the covered area when all tracks are made slightly larger.

### Covered area from a rate equation

The covered area can be found without the product of survival probabilities. Add a small fluence \(d\Phi\). Each new ion covers an area \(\pi R^2\), and its position is independent of the existing pattern. On average a share \(1-f\) of its disc is still crystalline. Overlaps among the new ions are of order \((d\Phi)^2\). Thus

\[
df=\pi R^2(1-f)\,d\Phi .
\]

Dividing by \(1-f\) and integrating from \(f=0\) at \(\Phi=0\) gives

\[
-\ln(1-f)=\pi R^2\Phi,\qquad f(R,\Phi)=1-e^{-\pi R^2\Phi}.
\]

### Area gained by a small growth

Keep all centres fixed and increase every radius from \(R\) to \(R+\delta\), with \(\delta\) small and positive. A point becomes newly amorphous if it was outside every old disc and is inside at least one enlarged disc. Call the ring between radii \(R\) and \(R+\delta\) the shell of a track. Its area is

\[
s=\pi(R+\delta)^2-\pi R^2=2\pi R\delta+\pi\delta^2 .
\]

Suppose a new point \(\mathbf p\) lies in the shell of just one track. Let \(\mathbf q\) be the point of that track's old circumference directly beneath it, on the line to the centre. The distance from \(\mathbf p\) to \(\mathbf q\) is at most \(\delta\). If \(\mathbf q\) were covered by another old disc, \(\mathbf p\) would be within \(R+\delta\) of that disc's centre. It would then lie in a second shell or in an old disc, contrary to the assumption. So \(\mathbf q\) is exposed, and the new point lies in a strip standing on the exposed boundary.

An exposed arc of length \(\ell\) carries a strip of area

\[
\int_0^\delta \ell\left(1+\frac tR\right)dt=\ell\delta+\frac{\ell\delta^2}{2R},
\]

because the arc length grows in proportion to the distance from the centre. Summed over all exposed arcs in a unit area, the leading term is \(L\delta\).

Two corrections remain, and both are of second order.

Counting exposed arcs has given \(L\) and its maximum at \(f=1-1/e\), and growing every track by \(\delta\) has given a gain in covered area with leading term \(L\delta\). It remains to show that the two corrections are of second order, to obtain \(L\) from the covered area, and to examine annealing and the limits of the model.
